# Bound Charge of Head-to-Head and Tail-to-Tail Ferroelectric Walls

Suppose that a head-to-head wall is assigned the bound charge \(P_s\) per unit area, the value found on the end face of a single domain, and that mobile charge \(-P_s\) is supplied to neutralize it. Half of the wall's bound charge is then still unbalanced. In the example used below, with the wall midway between grounded electrodes, a linear estimate with fixed \(P_s\) gives a remaining field of about 0.47 V/nm in each domain, where none was expected. If the wall is assigned no charge at all, because the crystal is neutral, the error in the field doubles. The correct magnitude is \(2P_s\), and it can be reached in two ways: from a continuous polarization field, and by counting displaced charges.

## What is being counted

Let a flat wall separate domain 1 from domain 2, and let the unit normal \(\mathbf n\) point from 1 to 2. Far from the wall the spontaneous polarizations are uniform, with \(\mathbf P_2=-\mathbf P_1\) and \(|\mathbf P_1|=P_s\). Both are measured from the same nonpolar reference structure. The angle between \(\mathbf P_1\) and \(\mathbf n\) is \(\theta\). The statement to be derived is

\[
\sigma_b=\mathbf n\cdot(\mathbf P_1-\mathbf P_2)=2P_s\cos\theta .
\]

At a head-to-head wall both polarizations point towards the wall, so \(\theta=0\) and \(\sigma_b=+2P_s\). At a tail-to-tail wall both point away from it, so \(\theta=180^\circ\) and \(\sigma_b=-2P_s\).

Here \(\sigma_b\) is the bound charge of the spontaneous polarization, held at its bulk value on each side. It excludes mobile charge. It also excludes the polarization that the wall's own field induces in the crystal, which is treated separately below because it changes the total bound charge strongly.

## First derivation: a continuous polarization field

A dipole density \(\mathbf P(\mathbf r')\) filling a body produces the potential

\[
V(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\int
\frac{\mathbf P(\mathbf r')\cdot(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}\,d^3r' .
\]

Write \(R=|\mathbf r-\mathbf r'|\). Differentiating with respect to the source point gives \(\nabla'(1/R)=(\mathbf r-\mathbf r')/R^3\), so the integrand is \(\mathbf P\cdot\nabla'(1/R)\). The product rule states that

\[
\nabla'\cdot\left(\frac{\mathbf P}{R}\right)
=\mathbf P\cdot\nabla'\frac1R+\frac{\nabla'\cdot\mathbf P}{R}.
\]

Solving for the first term on the right and applying the divergence theorem gives

\[
V(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\left[
\oint\frac{\mathbf P\cdot\mathbf n_{\rm out}}{R}\,dS'
+\int\frac{-\nabla'\cdot\mathbf P}{R}\,d^3r'\right].
\]

If \(\mathbf r\) lies inside the body, a small sphere of radius \(\delta\) around it is first cut out. Its surface term is at most of order \(P\delta^2/\delta=P\delta\) and vanishes as \(\delta\to0\).

Each term has the form of a Coulomb potential. The dipoles therefore act as a volume charge \(\rho_b=-\nabla\cdot\mathbf P\) together with a surface charge \(\mathbf P\cdot\mathbf n_{\rm out}\) on the outer faces.

Now let \(\mathbf P\) depend only on the distance \(s=\mathbf n\cdot\mathbf r\) along the wall normal. Since \(\partial s/\partial x_i=n_i\),

\[
\nabla\cdot\mathbf P=\sum_i\frac{dP_i}{ds}\,n_i
=\frac{d(\mathbf n\cdot\mathbf P)}{ds}.
\]

The last step uses the fact that \(\mathbf n\) is constant on a flat wall. The charge per unit area is the integral of \(\rho_b\) through the wall:

\[
\sigma_b=-\int_{1}^{2}\frac{d(\mathbf n\cdot\mathbf P)}{ds}\,ds
=\mathbf n\cdot\mathbf P_1-\mathbf n\cdot\mathbf P_2 .
\]

The limits lie in the uniform domains. With \(\mathbf P_2=-\mathbf P_1\), the two terms are equal:

\[
\sigma_b=\mathbf n\cdot\mathbf P_1+\mathbf n\cdot\mathbf P_1
=2P_s\cos\theta .
\]

The integral depends on the end values alone. The wall's width and asymmetry redistribute the charge without changing its total, and a component of \(\mathbf P\) parallel to the wall does not enter. This was tested on tilted walls with an asymmetric bump and an added tangential component. For \(P_s=0.25\ \mathrm{C/m^2}\), the charge is \(0.50\ \mathrm{C/m^2}\) at \(\theta=0\), \(0.25\ \mathrm{C/m^2}\) at \(60^\circ\), and zero at \(90^\circ\), where the wall is parallel to the polarization.

The factor of two is also visible in the limit of a sharp wall. Treat the domains as two separate bodies placed in contact. Domain 1 has outward normal \(\mathbf n\) at the wall and contributes \(\mathbf P_1\cdot\mathbf n\). Domain 2 has outward normal \(-\mathbf n\) and contributes \(-\mathbf P_2\cdot\mathbf n\). In the head-to-head case each contribution is \(+P_s\).

### Neutrality of the whole body

A bound charge at the wall does not make the crystal charged. Take a head-to-head body with \(\mathbf P_1=+P_s\hat{\mathbf x}\) on the left and \(\mathbf P_2=-P_s\hat{\mathbf x}\) on the right. The outward normal is \(-\hat{\mathbf x}\) on the left end and \(+\hat{\mathbf x}\) on the right end, so each end carries \(-P_s\). The sum is

\[
-P_s+2P_s-P_s=0 .
\]

These three charges must reproduce the potential of the dipoles. For a cylinder of radius \(R_c=20\) nm and half-length 5 nm, consider the point on the axis 8 nm from the wall. It lies 3, 8 and 13 nm from the three charged discs. A disc with charge density \(\sigma\) at distance \(d\) gives

\[
V=\frac{\sigma}{2\varepsilon_0}\,g(d),\qquad
g(d)=\sqrt{R_c^2+d^2}-d ,
\]

and hence

\[
V=\frac{P_s}{2\varepsilon_0}\,[\,2g(8)-g(3)-g(13)\,]=-14.1\ \mathrm V,
\]

with the arguments in nanometres. Direct integration over the dipoles gives the same value. The calculation uses fixed dipoles with no dielectric response. The sign is negative because \(g''(d)=R_c^2/(R_c^2+d^2)^{3/2}>0\): for such a convex function, twice the middle value is less than the sum of the two equally spaced outer values.

## Second derivation: counting displaced charges

Consider a crystal made of charged sheets parallel to the wall. Cell \(j\) contains a sheet of charge \(-\sigma_0\) per unit area at \(x=ja\) and a sheet of charge \(+\sigma_0\) at \(x=ja+u_j\). The reference structure has \(u_j=0\). Far to the left \(u_j=u_1\), and far to the right \(u_j=u_2\). Each pair has dipole moment \(\sigma_0u\) per unit area and occupies a length \(a\), so

\[
P=\frac{\sigma_0u}{a}.
\]

Let \(C(x)\) be the charge per unit area to the left of \(x\). With \(H\) the unit step function,

\[
C(x)=\sigma_0\sum_j\left[H(x-ja-u_j)-H(x-ja)\right].
\]

A pair lying wholly to the left of \(x\) contributes zero. A pair contributes when \(x\) falls between its two sheets. By Gauss's law, \(\varepsilon_0E(x)\) equals \(C(x)\) plus a constant, so the microscopic field jumps at every sheet. The macroscopic field is its average over a period, and the corresponding macroscopic charge is found from the average of \(C\).

In a uniform domain, the integral over one period of a sum of identical functions shifted by \(a\) equals the integral of one such function over the whole line. Therefore

\[
\bar C=\frac{\sigma_0}{a}\int_{-\infty}^{\infty}
\left[H(x-u)-H(x)\right]dx .
\]

For \(u>0\) the bracket is \(-1\) on the interval \(0<x<u\); for \(u<0\) it is \(+1\) on \(u<x<0\). In both cases the integral is \(-u\), and

\[
\bar C=-\frac{\sigma_0u}{a}=-P .
\]

This holds wherever the averaging period begins. The charge between an averaged cut in domain 1 and an averaged cut in domain 2 is

\[
\sigma_b=\bar C_2-\bar C_1=-P_2+P_1 .
\]

For a head-to-head wall \(u_1=+u\) and \(u_2=-u\), which gives

\[
\sigma_b=\frac{\sigma_0u}{a}+\frac{\sigma_0u}{a}=2P_s .
\]

Reversing both displacements gives \(-2P_s\).

The numbers show why the average is needed. Take \(\sigma_0=2.5\ \mathrm{C/m^2}\), \(a=0.50\) nm and \(u=0.050\) nm. Then

\[
P_s=\frac{2.5\times0.050}{0.50}=0.25\ \mathrm{C/m^2}.
\]

On the left, \(C\) is \(-2.5\ \mathrm{C/m^2}\) over one tenth of each period and zero over the rest, so its average is \(-0.25\ \mathrm{C/m^2}\). On the right, the corresponding average is \(+0.25\ \mathrm{C/m^2}\). The difference is \(0.50\ \mathrm{C/m^2}\). Two single cuts would instead give 0, 2.5 or 5.0 \(\mathrm{C/m^2}\), depending on where they were placed.

The count also shows where the charge comes from. The positive sheets on both sides have moved towards the wall by \(u\). Their average charge per unit volume is \(\sigma_0/a\), so the two displacements bring in \(2u\sigma_0/a=2P_s\) per unit area.

### Why the common reference matters

Replace the right-hand displacement \(-u\) by \(a-u\). The positive sheet of cell \(j\) is now at

\[
ja+a-u=(j+1)a-u ,
\]

which is where the sheet of cell \(j+1\) stood before. The interior of the right-hand domain is unchanged, but the wall charge becomes

\[
\sigma_b=\frac{\sigma_0}{a}\,[u-(a-u)]=2P_s-\sigma_0 .
\]

In the example this is \(0.50-2.50=-2.00\ \mathrm{C/m^2}\). One positive sheet has been removed from the wall region. The wall charge is therefore not fixed by the appearance of the two bulk domains alone; the number of ions at the wall matters too. The result \(2P_s\) belongs to the wall in which the displacements run from \(+u\) to \(-u\) relative to the common reference.

## What each derivation assumes

The first derivation takes a macroscopic field \(\mathbf P(\mathbf r)\) as given. It handles any orientation of the wall and any smooth profile that depends on \(s\) alone. It does not explain how \(\mathbf P\) is obtained from the charges, and so it cannot by itself choose between \(-u\) and \(a-u\). That choice enters through the value assigned to \(\mathbf P_2\). If the tangential polarization varied along the wall, its divergence would add a further local charge, and the formula for \(\sigma_b\) would be incomplete.

The second derivation starts from charges and positions. It needs no smooth profile inside the wall: the values \(u_j\) may change abruptly, provided that both cuts lie in uniform regions. It makes the ion count explicit. Its cost is a restricted model, with rigid sheets parallel to the wall and displacements along the normal. Electrons that redistribute between ions are not described by it.

The two meet in \(\sigma_b=P_1-P_2\) for polarization along the normal. In both, the factor of two requires equal and opposite normal components. If the magnitudes differed, the general difference \(\mathbf n\cdot(\mathbf P_1-\mathbf P_2)\) would still apply, but \(2P_s\) would not.

## Dielectric response and mobile charge

The field of the wall polarizes the crystal further. In linear response, with relative permittivity \(\varepsilon_r\) and \(\varepsilon=\varepsilon_0\varepsilon_r\), the total polarization along \(x\) is

\[
P_{\rm tot}=P+\varepsilon_0(\varepsilon_r-1)E ,
\]

where \(P\) is still the spontaneous part. The displacement field is then

\[
D=\varepsilon_0E+P_{\rm tot}=\varepsilon E+P .
\]

Let a head-to-head wall hold mobile charge \(\sigma_f=-2fP_s\), so that \(f\) is the balanced fraction. Gauss's law for free charge requires \(D_2-D_1=\sigma_f\). With \(P_1=P_s\) and \(P_2=-P_s\),

\[
(\varepsilon E_2-P_s)-(\varepsilon E_1+P_s)=-2fP_s ,
\]

and therefore

\[
E_2-E_1=\frac{2(1-f)P_s}{\varepsilon}.
\]

The total bound charge at the wall is the drop in total polarization:

\[
\begin{aligned}
\sigma_{b,\rm tot}&=P_{{\rm tot},1}-P_{{\rm tot},2}\\
&=2P_s-\varepsilon_0(\varepsilon_r-1)(E_2-E_1)\\
&=2P_s\left[1-(1-f)\frac{\varepsilon_r-1}{\varepsilon_r}\right]\\
&=2P_s\left[f+\frac{1-f}{\varepsilon_r}\right].
\end{aligned}
\]

With no mobile charge, the total bound charge is \(2P_s/\varepsilon_r\). With full balance it is \(2P_s\), because the field jump is zero and no polarization is induced by it. Mobile charge does not remove the bound charge; at full balance it cancels the jump in field that the bound charge produces between the domains. A field can remain inside the wall if the two charges have different profiles. If their centres are offset by a distance \(d\), the grounded electrodes at \(\pm L\) of the example below also require a uniform field of magnitude \(P_sd/(\varepsilon L)\) in both domains. For a tail-to-tail wall all signs reverse, and the balancing charge is positive.

### Field and potential in the example

Place the wall at \(x=0\), midway between grounded electrodes at \(x=\pm L\), and give it the profile \(P=-P_s\tanh(x/w)\). Its bound charge density is

\[
\rho_b=-\frac{dP}{dx}=\frac{P_s}{w}\,\mathrm{sech}^2\frac{x}{w}.
\]

For a closed-form result, let the mobile charge have the same shape, \(\rho_f=-f\rho_b\); this shape is assumed, not derived from carrier statistics. From \(dD/dx=\rho_f\),

\[
\varepsilon\frac{dE}{dx}=\rho_f-\frac{dP}{dx}=(1-f)\rho_b .
\]

Integration gives a multiple of \(\tanh(x/w)\) plus a constant. The electrodes are at equal potential, so the integral of \(E\) between them is zero. The \(\tanh\) term is odd and integrates to zero, which forces the constant to vanish:

\[
E(x)=\frac{(1-f)P_s}{\varepsilon}\tanh\frac{x}{w}.
\]

For \(f<1\) the field points away from the wall on both sides, while the spontaneous polarization points towards it. The field opposes the polarization in both domains. Integrating from the wall to the right electrode gives the wall potential

\[
V(0)=\int_0^L E\,dx
=\frac{(1-f)P_s\,w}{\varepsilon}\,\ln\cosh\frac{L}{w}.
\]

When \(L\gg w\), \(\cosh(L/w)\approx e^{L/w}/2\), and \(w\ln\cosh(L/w)\approx L-w\ln2\). The finite width thus shortens the effective distance by \(w\ln2\).

Take the round values \(\varepsilon_r=30\), \(w=0.50\) nm and \(L=5.0\) nm. Without mobile charge, the domain field is

\[
\frac{P_s}{\varepsilon_0\varepsilon_r}=0.941\ \mathrm{V/nm},
\]

and the wall potential is

\[
V(0)\approx0.941\times(5.0-0.50\ln2)=4.38\ \mathrm V .
\]

The total bound charge is \(0.50/30=0.0167\ \mathrm{C/m^2}\). At \(f=0.9\) the field and potential fall to one tenth, 0.094 V/nm and 0.44 V, while the total bound charge rises to \(0.452\ \mathrm{C/m^2}\). At \(f=1\) the field is zero and the total bound charge is \(0.50\ \mathrm{C/m^2}\). The field, potential and total bound charge were tested against a numerical solution of the Poisson equation for both wall types; the numerical output lists the head-to-head values.

Full balance requires

\[
\frac{2P_s}{e}=3.12\ \text{carriers per nm}^2 .
\]

With the assumed profile, the peak density is \(P_s/(ew)=3.12\) carriers per \(\mathrm{nm}^3\). The two numbers agree because \(2w=1\) nm here. Whether a crystal can supply such a density is a separate question about its carriers and defects. The peak value belongs to the assumed profile only. At \(f=1\) that profile gives a flat potential, which cannot confine mobile carriers, and at this density they are degenerate: the Fermi energy \(\hbar^2(3\pi^2n)^{2/3}/2m\) is 0.78 eV for the free-electron mass and one valley. Such carriers spread more widely than the bound charge, with a lower peak density and a potential well at the wall; the sheet density for full balance is unchanged.

The unscreened values, and the half-balanced field quoted at the start, are extrapolations of the linear response. At \(f=0\) the induced polarization has magnitude \(P_s(\varepsilon_r-1)/\varepsilon_r\), or \(0.242\ \mathrm{C/m^2}\), nearly as large as \(P_s\) itself; at \(f=0.5\) it is half of that. A response of that size cannot be treated as a small linear correction to a fixed \(P_s\). For scale, a quartic Landau energy with its minimum at \(P_s\) and susceptibility \(\varepsilon_r-1\) there sustains an opposing field of at most \(P_s/[3\sqrt3\,\varepsilon_0(\varepsilon_r-1)]=0.19\) V/nm, well below 0.47 and 0.94 V/nm. In the same model the field at \(f=0.9\) is 0.081 V/nm rather than 0.094 V/nm, so even that linear value is good only to about 15%. The wall may tilt or move instead, or the domains may lose polarization. The unscreened wall potential is also of the order of an oxide band gap in volts and grows in proportion to \(L\), so band bending can itself bring carriers to the wall. If the spontaneous polarization changes, its new values must be put into \(\mathbf n\cdot(\mathbf P_1-\mathbf P_2)\); the charge \(2P_s\) refers to domains that retain their bulk polarization.

## Values computed for the example and the checks

```
Sheet charge: 2.50 C/m^2
Lattice period: 0.50 nm
Sheet displacement: 0.050 nm
Relative permittivity: 30
Wall half-width w: 0.50 nm
Wall-electrode distance L: 5.0 nm
Spontaneous polarization Ps: 0.2500 C/m^2
Counted head-to-head wall charge: +0.5000 C/m^2
Counted tail-to-tail wall charge: -0.5000 C/m^2
Same bulk, other displacement path: -2.0000 C/m^2
Wall charge at theta = 0 deg: +0.5000 C/m^2
Wall charge at theta = 60 deg: +0.2500 C/m^2
Wall charge at theta = 90 deg: +0.0000 C/m^2
Wall charge at theta = 180 deg: -0.5000 C/m^2
Cylinder radius: 20 nm; half-length: 5 nm
Axial observation point from wall: 8 nm
Potential from dipoles, eps_r = 1: -14.06327 V
Potential from charged discs: -14.06327 V
Head-to-head wall, balanced fraction f = 0.0:
  domain field magnitude: 0.9412 V/nm
  wall potential: 4.3797 V
  total bound charge: 0.01667 C/m^2
Head-to-head wall, balanced fraction f = 0.9:
  domain field magnitude: 0.0941 V/nm
  wall potential: 0.4380 V
  total bound charge: 0.45167 C/m^2
Head-to-head wall, balanced fraction f = 1.0:
  domain field magnitude: 0.0000 V/nm
  wall potential: 0.0000 V
  total bound charge: 0.50000 C/m^2
Carriers for full balance: 3.1208 per nm^2
Peak carrier density at f = 1: 3.1207 per nm^3
```
